# How Incomplete Half-Reactions Set the Sensitivity of Growth per Cycle

**Q.** In atomic layer deposition a metal precursor reacts with the surface, a purge follows, a co-reactant restores the reactive groups, and a second purge ends the cycle. If the first step completes a fraction $a$ of its work and the second a fraction $b$, the growth should be $ab$ times the saturated growth. A one per cent change in either fraction then changes the growth by one per cent. What is left to derive?

**A.** The product $ab$ takes the ready fraction at the start of every cycle to be $b$, as if every site had needed restoring. A site that the precursor misses needs no restoring: it is still reactive when the next cycle begins.

Consider a fixed number of equivalent sites. Each is either *ready* for the precursor, for instance a hydroxyl group, or *covered* by precursor ligands. Let $x$ be the ready fraction at the start of a cycle. The precursor step converts a fraction $a$ of the ready sites, and each conversion deposits one metal atom. The co-reactant step converts a fraction $b$ of the covered sites back to ready ones. Both fractions satisfy $0<a,b\le 1$. For now the purges are complete, no site changes state during a purge, and $a$ and $b$ do not depend on coverage.

The precursor step deposits on a fraction $ax$ of the sites and leaves $(1-a)x$ ready. The covered fraction is then

$$m=1-(1-a)x .$$

The co-reactant adds $bm$ ready sites, so the next cycle starts with

$$x'=(1-a)x+b\,[1-(1-a)x]=b+(1-a)(1-b)\,x .$$

The last term is what the product $ab$ leaves out. The unused ready sites, a fraction $(1-a)x$, all stay ready, whereas the term $b$ alone counts only a fraction $b$ of them.

**Q.** Then the growth depends on the cycle number. Which growth do you mean?

**A.** The growth in the repeating state, where $x'=x=x_*$. Setting this in the map gives

$$x_*\,[1-(1-a)(1-b)]=b .$$

Since $1-(1-a)(1-b)=a+b-ab$,

$$x_*=\frac{b}{a+b-ab}.$$

Subtracting the fixed-point equation from the map gives

$$x'-x_*=(1-a)(1-b)\,(x-x_*) .$$

The factor $(1-a)(1-b)$ is at least zero and less than one, so every starting surface approaches the same state.

Let $g$ be the growth per cycle in that state, divided by the growth at $a=b=1$. In the saturated cycle every site takes part, so the divisor is one metal atom per site, and

$$g=ax_*=\frac{ab}{a+b-ab}.$$

Taking the reciprocal and dividing term by term gives

$$\frac1g=\frac1a+\frac1b-1 .$$

If $a=1$ this gives $g=b$, and if $b=1$ it gives $g=a$. If both are small, the $-1$ is negligible and $g\simeq ab/(a+b)$. For $a=b\ll1$ that is $a/2$, far larger than the product $a^2$.

**Q.** I accept the growth. How strongly does it respond to each conversion?

**A.** Use logarithmic sensitivities, which compare relative changes:

$$S_a=\left(\frac{\partial\ln g}{\partial\ln a}\right)_b,\qquad
S_b=\left(\frac{\partial\ln g}{\partial\ln b}\right)_a .$$

The subscript names the conversion held fixed. Differentiating the reciprocal law gives

$$-\frac{dg}{g^2}=-\frac{da}{a^2}-\frac{db}{b^2}.$$

Multiply by $-g$ and write $da/a=d\ln a$, and likewise for $b$ and $g$:

$$d\ln g=\frac{g}{a}\,d\ln a+\frac{g}{b}\,d\ln b .$$

The coefficients are the sensitivities:

$$S_a=\frac ga,\qquad S_b=\frac gb .$$

The step with the smaller conversion has the larger sensitivity. At $a=1$ or $b=1$ the derivative is taken from below, because a conversion cannot exceed one.

**Q.** If $a$ rises by one per cent, one per cent more of the ready sites react. Why is $S_a$ not simply one?

**A.** It would be one if the number of ready sites stayed fixed. A stronger precursor step leaves fewer unused sites for the next cycle, so $x_*$ falls. From $g=ax_*$,

$$S_a=1+\frac{\partial\ln x_*}{\partial\ln a}.$$

The denominator of $x_*$ is $a+b-ab$, and its derivative with respect to $a$ is $1-b$. Hence

$$\frac{\partial\ln x_*}{\partial\ln a}=-\frac{a(1-b)}{a+b-ab}=-g\,\frac{1-b}{b},$$

where the last form uses $a/(a+b-ab)=g/b$. Therefore

$$S_a=1-g\left(\frac1b-1\right).$$

The reciprocal law gives $1/b-1=1/g-1/a$, and the right side becomes $1-(1-g/a)=g/a$, as before. The subtracted term is the effect of incomplete restoration. It vanishes at $b=1$, where every cycle starts with all sites ready.

**Q.** What do the two sensitivities add up to? I would expect one, as for two resistances in series.

**A.** The sum is

$$S_a+S_b=g\left(\frac1a+\frac1b\right)=g\left(\frac1g+1\right)=1+g .$$

The series analogy would hold if $1/g$ were $1/a+1/b$. Halving both conversions would then halve $g$, and the sensitivities would sum to one. The constant $-1$ breaks that scaling. The quantity that does scale in proportion is

$$\frac{g}{1+g}=\frac{1}{1/g+1}=\frac{ab}{a+b}.$$

If both conversions are multiplied by a common factor $\lambda$, this ratio is multiplied by $\lambda$. Since

$$d\ln\frac{g}{1+g}=\frac{dg}{g}-\frac{dg}{1+g}=\frac{d\ln g}{1+g},$$

it follows that $d\ln g/d\ln\lambda=1+g$.

There is also a direct count. Because $g=ax_*$, the sensitivity $S_a=g/a$ equals $x_*$, the fraction of sites available to the precursor. In the repeating state the co-reactant must restore as many sites as the precursor used, so $g=bm_*$, and $S_b=g/b$ equals $m_*$, the fraction available to the co-reactant. Their sum is

$$x_*+m_*=x_*+1-(1-a)x_*=1+ax_*=1+g .$$

Every site is available to at least one step. Those that react with the precursor are available to both, and so are counted twice. Each sensitivity is a fraction of sites and cannot exceed one. The sum lies between one, approached when $g$ is small, and two, reached at $a=b=1$.

**Q.** That last limit looks wrong. Saturation is supposed to make the process insensitive, and you find the largest sensitivity there.

**A.** The sum of the sensitivities to *conversion* is largest there. A process engineer changes exposure time or pressure, and conversion responds weakly to those near saturation.

Suppose each ready site reacts independently at rate $k_a$ during an exposure of length $t_a$. Then $dx/dt=-k_ax$, the surviving fraction is $e^{-u}$ with dose $u=k_at_a$, and

$$a=1-e^{-u}.$$

Since $da/du=e^{-u}$,

$$\frac{d\ln a}{d\ln u}=\frac{u\,e^{-u}}{1-e^{-u}}=\frac{u}{e^u-1}.$$

At fixed $k_a$ and with the other step unchanged, the sensitivity to exposure time is therefore

$$\frac{\partial\ln g}{\partial\ln t_a}=\frac ga\,\frac{u}{e^u-1}.$$

The same form holds for the co-reactant with $b=1-e^{-w}$. For small $u$ the second factor tends to one. For large $u$ it falls as $u\,e^{-u}$, and this is the insensitivity associated with saturation.

**Q.** Give me a case with real units.

**A.** Take alumina from trimethylaluminium (TMA) and water at 473 K, with exposures deliberately too short for saturation. The following inputs are rough: saturated growth $G_s=0.10$ nm per cycle, film density $\rho=3.0$ g/cm³, both pressures 0.10 Torr, and reaction probabilities on a fully reactive surface of $10^{-3}$ for TMA and $10^{-4}$ for water. The exposures last 0.03 s and 0.10 s.

One formula unit of Al₂O₃ contains two aluminium atoms and has molar mass $M=101.96$ g/mol. With one aluminium atom per site in a saturated cycle, the site density is

$$\sigma=\frac{2\rho G_sN_A}{M}=3.54\ \text{nm}^{-2}.$$

The flux of molecules of mass $\mu$ at pressure $p$ is $p/\sqrt{2\pi\mu k_BT}$. It is $1.90\times10^5$ nm⁻² s⁻¹ for TMA and $3.81\times10^5$ nm⁻² s⁻¹ for water. The rate per site is reaction probability times flux divided by $\sigma$:

$$k_a=\frac{10^{-3}\times1.902\times10^5}{3.544}\ \text{s}^{-1}=53.7\ \text{s}^{-1},$$

and similarly $k_b=10.7$ s⁻¹. This value of $k_b$ counts one water molecule per restored site, whereas Al₂O₃ needs 1.5 per aluminium atom. Counting 1.5 would give $k_b=7.2$ s⁻¹, $b=0.51$ and $g=0.45$. That shift lies within the uncertainty of the reaction probability, and the numbers below keep the one-to-one count. The doses are $u=53.68\times0.03=1.610$ and $w=10.74\times0.10=1.074$. They give $a=0.800$ and $b=0.658$, so

$$\frac1g=\frac1{0.8002}+\frac1{0.6583}-1,\qquad g=0.565 .$$

The growth is 0.057 nm per cycle. The third digit of $g$ serves to compare formulas; the inputs do not justify it as a prediction.

The sensitivities to conversion are

$$S_a=\frac{0.5654}{0.8002}=0.707,\qquad S_b=\frac{0.5654}{0.6583}=0.859,$$

and their sum is 1.565. Thus 71 % of the sites are ready when TMA arrives, and 86 % are covered when water arrives.

**Q.** How many cycles must I wait before these numbers apply?

**A.** Deviations are multiplied by $(1-a)(1-b)=0.068$ in each cycle. From a fully ready surface, the relative growth in the first four cycles is 0.800, 0.581, 0.566 and 0.565. The first cycle deposits more because all sites are ready, whereas the second starts with 73 % and later ones with 71 %.

**Q.** Which exposure should I lengthen?

**A.** It depends on what is held equal. For equal *relative* changes of time, the sensitivities are

$$0.7065\,\frac{1.610}{e^{1.610}-1}=0.284,\qquad
0.8588\,\frac{1.074}{e^{1.074}-1}=0.479,$$

for TMA and water. Water has the greater effect. Doubling the TMA time alone replaces $a$ by $1-e^{-2u}$ and raises $g$ to 0.641, or 0.064 nm per cycle. Doubling the water time alone raises it to 0.724, or 0.072 nm per cycle.

The comparison changes if added *seconds* are what matter. The TMA doubling gains 0.075 in $g$ for 0.03 s, or about 2.5 per second. The water doubling gains 0.158 for 0.10 s, or about 1.6 per second. For these two changes, TMA gives more growth per added second of exposure, although water has the larger logarithmic sensitivity. The advantage is limited to short additions, because the TMA step saturates. For equal added times TMA gains more only below about 0.04 s; an added 0.10 s gains 0.093 in $g$ for TMA and 0.158 for water.

**Q.** Sensitivities are derivatives. Suppose both conversions drop by ten per cent.

**A.** Multiply both by $s$. The reciprocal law gives

$$\frac1{g'}=\frac1s\left(\frac1a+\frac1b\right)-1=\frac{1+g}{sg}-1=\frac{1+g-sg}{sg}.$$

Inverting and subtracting one from $g'/g$,

$$\frac{g'}g-1=\frac{s}{1+(1-s)g}-1=-\frac{(1+g)(1-s)}{1+(1-s)g}.$$

The numerator is the first-order estimate, 15.7 % for $s=0.9$. The denominator is $1+0.1\times0.565=1.057$, so the actual fall is 14.8 %, to $g=0.482$. The growth falls by more than ten per cent because the two sensitivities sum to more than one, but by less than the product $ab$ would predict, which is 19 %.

**Q.** Real hydroxyl groups can disappear during a purge. Does the sum survive?

**A.** Not in the same form. Let a fraction $L$ of the ready sites be lost just before the precursor step, and let water be able to restore them with the same conversion $b$ as covered sites. Write $q=1-L$. The precursor now sees $qx$, so

$$x_*=b+(1-a)(1-b)q\,x_*,\qquad
G=aq\,x_*=\frac{abq}{1-(1-a)(1-b)q}.$$

Here $G$ is the new relative growth. With $1/q=1+d$, where $d=L/(1-L)$,

$$\frac1G=\frac{1+d-(1-a)(1-b)}{ab}=\frac1g+\frac d{ab}.$$

If both conversions are scaled by $\lambda$, the terms $1/a$ and $1/b$ vary as $\lambda^{-1}$ and $d/(ab)$ as $\lambda^{-2}$. At fixed $L$ the sum of sensitivities is thus

$$G\left(\frac1a+\frac1b+\frac{2d}{ab}\right)=1+G+\frac{Gd}{ab}.$$

The last step uses $1/a+1/b=1/G+1-d/(ab)$. An assumed loss of 5 % lowers the relative growth to 0.535, a fall of 5.3 %, and raises the sum to 1.589.

**Q.** What if the purge leaves some precursor behind, or the sites are not alike?

**A.** Residual precursor can add parallel growth. If this is a constant $c$ in units of the saturated growth, the total is $g+c$. The change $dg$ is unaltered but is divided by a larger total, so the sum becomes $(1+g)g/(g+c)$. For an assumed $c=0.02$, growth rises by 3.5 % and the sum falls to 1.512.

For unequal sites, let each class $i$ obey its own cycle with growth $g_i$. Scaling all conversions together changes $g_i$ by $g_i(1+g_i)\,d\ln\lambda$. Averaging over sites and dividing by the mean growth gives

$$\frac{\langle g_i(1+g_i)\rangle}{\langle g_i\rangle}=1+\frac{\langle g_i^2\rangle}{\langle g_i\rangle}.$$

Suppose half the sites have $b=0.395$ and half 0.922, with $a$ and the mean of $b$ unchanged. The mean growth is then 0.554, which is 1.9 % lower, and the sum is 1.623. It exceeds one plus the mean growth because $\langle g_i^2\rangle>\langle g_i\rangle^2$.

**Q.** My main doubt is the independence of the steps. More methyl groups on the surface might help water to react.

**A.** Then changing $a$ also changes $b$. The growth law still holds with the conversions actually reached, since it only counts sites, but the response to the precursor step acquires a second term:

$$R=\frac{d\ln g}{d\ln a}=\frac ga+\frac gb\,\frac{d\ln b}{d\ln a}.$$

As a trial law, let the covered fraction obey $dm/dt=-Km^2$ during the water exposure. Integration over time $t_b$ gives a final value $m/(1+\kappa m)$ with $\kappa=Kt_b$, so

$$b=\frac{\kappa m}{1+\kappa m},\qquad \frac{d\ln b}{d\ln m}=\frac1{1+\kappa m}=1-b .$$

In the repeating state $m=g/b$, hence $d\ln b=(1-b)(d\ln g-d\ln b)$. Collecting the terms in $d\ln b$,

$$d\ln b=\frac{1-b}{2-b}\,d\ln g .$$

Inserting this in $R$ and solving,

$$R=\frac{g/a}{1-\dfrac gb\,\dfrac{1-b}{2-b}} .$$

Choose $\kappa$ so that $b$ is again 0.658 in the repeating state. Then $R=0.904$ instead of 0.707, and $d\ln b/d\ln a=0.230$. The growth is the same, yet its response to the precursor conversion is 28 % larger. The growth of the repeating state, measured at one setting, cannot distinguish these two cases. Only the approach to it differs slightly: from a fully ready surface the second cycle gives 0.571 instead of 0.581.

**Q.** And if the heater drifts?

**A.** Take a rise of 10 K at fixed pressures and times. Both fluxes fall as $T^{-1/2}$. Give the water reaction an assumed activation energy of 0.20 eV and the TMA reaction none. Then $a$ falls slightly to 0.797, $b$ rises to 0.692, and $g$ rises by 4.0 % to 0.588. If the saturated growth itself falls by an assumed 0.15 % per kelvin, and this fall is taken to leave the rates per site unchanged, the net rise in thickness per cycle is 2.4 %. If the rates per site instead rise as $1/\sigma$ while $\sigma$ falls with the saturated growth, the net rise is 3.6 %. The saturated growth was constant in the derivation, so its change must be included separately.

**Q.** How far should I trust this for an actual alumina process?

**A.** The saturated growth of about 0.1 nm per cycle near 200 °C is typical in size. The growth of 0.057 nm is well below it because the exposures were chosen short; a process meant to be uniform is normally run closer to saturation. The reaction probabilities are uncertain, perhaps by an order of magnitude, and they affect $a$ and $b$ directly. Real TMA can react with more than one hydroxyl group, and water need not react at a rate independent of methyl coverage, so the equivalent, independent sites are a simplification. Among the departures from the simple model tried above, at their assumed strengths, coverage-dependent water kinetics moves a sensitivity to conversion the most, from 0.71 to 0.90, but its strength follows from a trial law and is not a measurement. In a deep trench or a long reactor the pressure also varies with position, and $a$, $b$ and $g$ must then be read as local values.

Numerical values quoted here were computed with a short program.
